\section*{Iterating the Boltzmann equation for polar-phonon scattering: error of the relaxation-time approximation}

\section{What the out-scattering approximation gets wrong}

Suppose the mobility of a polar semiconductor is computed by giving each electron a lifetime equal to the inverse of its total rate of scattering by polar optical phonons. For the parameters used below this yields $376\ \mathrm{cm^2/(V\,s)}$ at 300 K. The linearized Boltzmann equation with the same phonons, coupling and band yields $583\ \mathrm{cm^2/(V\,s)}$. The lifetime result is 35.5\% too low relative to the full solution, and the error grows from 14\% at 100 K to 61\% at 1000 K. A coupling constant fitted with it would therefore absorb an error that depends on temperature.

The cause is that a scattered electron does not lose its whole velocity. Polar coupling favours small momentum transfer, so on average part of the forward motion survives a collision. The out-scattering relaxation-time approximation (RTA) omits this returning contribution. The iteration below restores it and bounds what is still missing.

\section{Model and scattering kernels}

Hartree atomic units are used. Electrons have energy $\varepsilon=k^2/2m$ in an isotropic parabolic band. They couple to one dispersionless longitudinal optical branch of energy $\omega$, held in equilibrium at temperature $T$. The field is weak and static, and scattering is taken to lowest order in the unscreened Fr\"ohlich coupling
\begin{equation}
|M_q|^2=\frac{2\pi\omega}{\kappa Vq^2},\qquad
\frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_0},\qquad
\alpha=\frac1\kappa\sqrt{\frac{m}{2\omega}} .
\end{equation}
The plane-wave band is an assumption: disorder and localized tail states of an amorphous film are left out.

Let $N=1/(e^\theta-1)$ with $\theta=\omega/k_BT$. Absorption carries the factor $n=N$ and emission $n=N+1$. For a final state $k'$ and scattering cosine $\mu$, the golden rule with $k'^2dk'=mk'd\varepsilon'$ gives
\begin{equation}
\frac{V}{(2\pi)^3}\,2\pi\!\int\! k'^2dk'd\mu\;2\pi|M_q|^2n\,\delta(\varepsilon'-\varepsilon\mp\omega)
=\frac{m\omega}{\kappa}\,n k'\!\int_{-1}^{1}\!\frac{d\mu}{a-b\mu},
\end{equation}
where $a=k^2+k'^2$ and $b=2kk'$, so that $q^2=a-b\mu$. Define $L=\ln[(k+k')/|k-k'|]$. Since $a\pm b=(k\pm k')^2$,
\begin{equation}
\int_{-1}^1\!\frac{d\mu}{a-b\mu}=\frac1b\ln\frac{a+b}{a-b}=\frac{L}{kk'} .
\end{equation}
The cosine-weighted integral follows from $\mu=[a-(a-b\mu)]/b$:
\begin{equation}
\int_{-1}^1\!\frac{\mu\,d\mu}{a-b\mu}=\frac ab\frac{L}{kk'}-\frac2b
=\frac1{kk'}\left(\frac ab L-1\right).
\end{equation}

Set $x=\varepsilon/\omega$, so $k=\sqrt{2m\omega x}$ and the common prefactor is $m\omega/(\kappa k)=\alpha\omega/\sqrt x$. In units of $\alpha\omega$, a channel $x\to x'=x\pm1$ has out rate $nA$ and cosine-weighted rate $nB$, with
\begin{equation}
A(x,x')=\frac{L}{\sqrt x},\qquad
B(x,x')=\frac1{\sqrt x}\left[\frac{x+x'}{2\sqrt{xx'}}L-1\right].
\label{kern}
\end{equation}
Because $|x-x'|=1$, the argument of the logarithm is $(\sqrt x+\sqrt{x'})^2$, and $L=2\,\mathrm{arcsinh}\sqrt{x_<}$, where $x_<$ is the smaller energy. This form avoids subtracting nearly equal momenta. A test against direct quadrature of the golden rule, with a slightly broadened delta function, agrees to $6\times10^{-5}$.

\section{Linearization and mobility}

Let $F$ be the force along $z$, $\vartheta$ the angle between $\mathbf k$ and $z$, and $f$ the Fermi function with reduced chemical potential $\zeta$. Write the disturbed distribution as $f+f(1-f)\phi$. For each pair of states, detailed balance gives
\begin{equation}
P=W_{kk'}f(1-f')=W_{k'k}f'(1-f).
\end{equation}
To first order, the in-scattering term is $P[1+(1-f')\phi'-f\phi]$ and the out-scattering term is $P[1+(1-f)\phi-f'\phi']$. Their difference is $P(\phi'-\phi)$.

Dividing $P$ by $f(1-f)$ leaves $W_{kk'}(1-f')/(1-f)$. For absorption, $f'$ belongs to $x+1$ and $f(1-f')=e^\theta f'(1-f)$. Hence
\begin{equation}
N(f-f')=N[f(1-f')-f'(1-f)]=N(e^\theta-1)f'(1-f)=f'(1-f).
\end{equation}
Adding $N(1-f)$ to both sides gives $N(1-f')=(N+f')(1-f)$, so the absorption factor is $N+f(x+1)$. For emission $f'$ belongs to $x-1$, and now $f(1-f')=e^{-\theta}f'(1-f)$. Then $(N+1)(f'-f)=(N+1)(1-e^{-\theta})f'(1-f)=f'(1-f)$. Subtracting this from $(N+1)(1-f)$ gives
\begin{equation}
(N+1)(1-f)-(N+1)(f'-f)=(N+1)(1-f')=(N+1-f')(1-f)
\end{equation}
once the left side is read as $(N+1)(1-f)-f'(1-f)$. The emission factor is $N+1-f(x-1)$.

The driving term is $F\,\partial f/\partial k_z=-Fv\cos\vartheta\,f(1-f)/k_BT$. This suggests $\phi=(F/k_BT)\Lambda(\varepsilon)\cos\vartheta$, with $\Lambda$ a length. Averaging $\cos\vartheta'$ over azimuth about $\mathbf k$ gives $\mu\cos\vartheta$, which is why $B$ weights the returning term. With $v=\sqrt{2\omega x/m}$ and $\Lambda=\sqrt{2\omega/m}\,\lambda/(\alpha\omega)$, the equation becomes
\begin{equation}
S_{\rm out}(x)\lambda(x)=\sqrt x+S_+(x)\lambda(x+1)+S_-(x)\lambda(x-1),
\label{bte}
\end{equation}
\begin{align}
S_+&=[N+f(x+1)]\,B(x,x+1),\\
S_-&=[N+1-f(x-1)]\,B(x,x-1),
\end{align}
with $S_-=0$ for $x<1$. $S_{\rm out}$ is the sum of the same two terms with $A$ in place of $B$. A finite-difference derivative of the nonlinear, Pauli-blocked collision integral reproduces this operator to $6\times10^{-13}$.

The mobility is the drift velocity per unit force. With density of states proportional to $\sqrt\varepsilon$ and angular average $\langle\cos^2\vartheta\rangle=1/3$,
\begin{equation}
\mu_{\rm mob}=\frac1{3k_BT}\frac{\int\!\sqrt\varepsilon f(1-f)v\Lambda\,d\varepsilon}{\int\!\sqrt\varepsilon f\,d\varepsilon}
=\frac{M}{m\alpha\omega},\quad
M=\frac{2\theta}{3}\frac{\int_0^\infty\!xf(1-f)\lambda\,dx}{\int_0^\infty\!\sqrt x f\,dx}.
\label{mob}
\end{equation}
Neither (\ref{bte}) nor $M$ contains $m$ or $\alpha$. The ratio $R=M/M_{\rm RTA}$ therefore depends on $\theta$ and $\zeta$ alone in this model. A second scattering mechanism would bring in the relative strengths and remove that property.

\section{The iteration and its remainder}

Energies couple only in steps of one phonon, so each origin $x_0\in(0,1)$ has its own ladder $x_0,x_0+1,\ldots$. Divide (\ref{bte}) by $S_{\rm out}$ and define
\begin{equation}
d_0=\frac{\sqrt x}{S_{\rm out}},\qquad
(Kd)(x)=\frac{S_+d(x+1)+S_-d(x-1)}{S_{\rm out}},\qquad d_{j+1}=Kd_j .
\end{equation}
The $J$th iterate is $\lambda_J=\sum_{j=0}^Jd_j$, and $\lambda_0=d_0$ is the out-scattering RTA.

The entries of $K$ are positive. With $r_x=\sqrt{x_</x_>}$, where $x_>$ is the larger energy, $L=2\,\mathrm{artanh}\,r_x$ and the bracket in (\ref{kern}) is
\begin{equation}
(1+r_x^2)\frac{\mathrm{artanh}\,r_x}{r_x}-1\;\ge\;r_x^2>0,
\label{pos}
\end{equation}
because $\mathrm{artanh}\,r_x\ge r_x$. Also $B<A$, since $B/A$ is an average cosine. Every row sum of $K$ is then below one, and on a finite ladder the series converges. Its terms are positive, so the iterates rise and the RTA mobility lies below the full one for every cutoff.

For nondegenerate carriers the series has a direct meaning. $d_0$ is speed times mean free time, and each factor in $K$ is a channel probability times its mean cosine. Thus $d_j$ is the mean displacement, along the initial direction, during free flight $j+1$. The RTA counts one flight. A three-dimensional Monte Carlo simulation of nondegenerate electrons tests this reading: the mobility from the first flight is $377.1\pm0.5$, against 376.3 for the RTA, and from 25 flights it is $582.6\pm3.5$, against 583.5 for the full solution, all in $\mathrm{cm^2/(V\,s)}$.

To bound the remainder, suppose that at every level of a ladder $d_j\le r\,d_{j-2}$ with $r<1$. Applying the positive operator $K$ preserves the inequality, so $d_{j+1}\le r\,d_{j-1}$ and $d_{j+2}\le r\,d_j$. Each later pair of terms is at most $r$ times the preceding pair, and the geometric sum gives
\begin{equation}
0\le\lambda-\lambda_j\le\frac{r}{1-r}\,(d_j+d_{j-1}).
\label{bound}
\end{equation}
Inserting the right side in (\ref{mob}) bounds the missing mobility. The bound refers to the truncated, discretized problem and ignores rounding.

\section{Implementation}

The energy integral is assembled from the ladders. With $x_0=s^2$,
\begin{equation}
\int_0^\infty g(x)\,dx=\sum_{\ell=0}^\infty\int_0^1 2s\,g(s^2+\ell)\,ds .
\end{equation}
The substitution removes the square-root onset of emission at $x=1$. Gauss--Legendre points in $s$ then converge fast: going from 40 to 80 points changes $M$ at 300 K by $3\times10^{-15}$ of its value.

\begin{verbatim}
input theta, zeta, tolerance
levels = ceil((45 + max(zeta,0))/theta) + 15
for each Gauss point s: x[l] = s^2 + l
compute S_out, S_plus, S_minus at all x
d[0] = sqrt(x)/S_out;  lambda = d[0]
for j = 1, 2, ...
    d[j] = (S_plus*d[j-1](x+1)
            + S_minus*d[j-1](x-1)) / S_out
           (d = 0 beyond either end)
    lambda = lambda + d[j]
    if j >= 3:
        on each ladder: r = max(d[j]/d[j-2])
        if r < 1 on all ladders:
            rest = r/(1-r)*(d[j] + d[j-1])
            stop if M(rest) < tolerance*M(lambda)
return M(d[0]), M(lambda), M(rest)
\end{verbatim}

Three past terms suffice for storage. One sweep costs a fixed number of operations per unknown. At 300 K there are 39 levels and 80 ladders, or 3120 unknowns. The number of levels grows as $1/\theta$ at high temperature. Each ladder is tridiagonal, so a banded direct solution also has linear cost and serves as a check. With several phonon energies that are not all multiples of a common step the finite ladders are lost, while the iteration can still be run on an energy grid. Interpolation with nonnegative weights keeps $K$ positive.

Four points need care.
\begin{itemize}
\item A small last change does not show convergence. Each hop changes the parity of the level, so successive terms can differ greatly. At $\theta=20$ the first step adds $10^{-8}$ of the RTA mobility and the second adds 4.9\%. A rule based on the last change would stop after the first step. The two-step ratio in (\ref{bound}) is built for this.
\item If $r\ge1$ on some ladder, there is no bound yet, and the iteration must continue.
\item Near $x_0=0$ the bracket in (\ref{kern}) is about $4x_0/3$, left over from the subtraction of one. For much smaller $x_0$ than the Gauss points reach, its series should be used.
\item At large $x$ the row sums of $K$ approach one as $1-1/\ln(4x)$. A needlessly high cutoff therefore weakens the simple row-sum estimate of convergence.
\end{itemize}

\section{Low temperature: absorption and prompt return}

Take nondegenerate carriers and $\theta\gg1$, so that $N\ll1$. An electron with $x<1$ can only absorb. Equation (\ref{bte}) gives $\lambda(x)=\lambda_0(x)+p\,\lambda(x+1)$, with
\begin{equation}
p=\frac{B(x,x+1)}{A(x,x+1)}=\frac{1+2x}{2\sqrt{x(1+x)}}-\frac1{2\,\mathrm{arcsinh}\sqrt x}.
\end{equation}
At $x+1$ emission dominates absorption if $N\ll\sqrt x$. The ratio $B/A$ is symmetric in its two energies, so $\lambda(x+1)\simeq p\,\lambda(x)$. At fixed $x$ the omitted terms are smaller by a factor of order $N$, because $\lambda(x)$ itself is of order $1/N$. For small $x$ they change $\lambda(x)$ by a relative amount of about $2N/(3\sqrt x)$, which is negligible under the same condition $N\ll\sqrt x$. Hence
\begin{equation}
\lambda(x)\simeq\frac{\lambda_0(x)}{1-p^2}.
\end{equation}
The factor $p^2$ is the directional memory after absorption and return to the starting energy. At $\theta=20$ this formula holds to $1.4\times10^{-7}$ for $10^{-4}<x<1$, the value of $2N/(3\sqrt x)$ at the lower end.

For small $x$ the bracket in (\ref{kern}) is $4x/3$ and $L\simeq2\sqrt x$. Thus $p\simeq2\sqrt x/3$, $p^2\simeq4x/9$ and $\lambda_0\simeq\sqrt x/(2N)$. The mobility integrand is weighted by $x^{3/2}e^{-\theta x}$, for which $\langle x\rangle=5/(2\theta)$, so
\begin{equation}
R\simeq1+\frac49\,\frac5{2\theta}=1+\frac{10}{9\theta},\qquad M\to\frac1{2N}.
\end{equation}
The RTA becomes correct in this limit because a slow electron that absorbs a phonon leaves in a nearly random direction. Values of $\theta(R-1)$ at $\theta=40$ and 80, extrapolated to $1/\theta=0$, give 1.110, against $10/9=1.111$.

\section{High temperature: a logarithmic error}

Take nondegenerate carriers again. For $\theta\ll1$ typical energies are $x\sim1/\theta\gg1$, and each collision is nearly elastic. Then $L\simeq\ln4x$, and
\begin{equation}
S_{\rm out}\simeq\frac{2N}{\sqrt x}\ln4x,\qquad
S_++S_-\simeq\frac{2N}{\sqrt x}(\ln4x-1).
\end{equation}
For a $\lambda$ linear in $x$, the shifts to $x+1$ and $x-1$ cancel at leading order, so $\lambda(x\pm1)$ may be replaced by $\lambda(x)$. The logarithms cancel, leaving $(2N/\sqrt x)\lambda=\sqrt x$. With $N\simeq1/\theta$ this is $\lambda=\theta x/2$, which is indeed linear. Inserting it in (\ref{mob}),
\begin{equation}
M\simeq\frac{2\theta}{3}\,\frac{(\theta/2)(2/\theta^3)}{(\sqrt\pi/2)\,\theta^{-3/2}}
=\frac{4\sqrt\theta}{3\sqrt\pi}.
\end{equation}

The RTA retains the logarithm: $\lambda_0\simeq\theta x/(2\ln4x)$. Therefore $1/R\simeq\langle1/\ln4x\rangle$ with weight $x^2e^{-\theta x}$, taken over $x\gg1$. The region $x\lesssim1$, where this form of $\lambda_0$ fails (the logarithm vanishes at $x=1/4$), carries a weight of order $\theta^3$ and is left out. Put $y=\theta x$. Under this weight $\ln y$ has mean $\psi(3)=0.923$ and variance $\psi'(3)=0.395$, where $\psi$ is the digamma function. Expanding the inverse logarithm about its mean gives
\begin{equation}
R\simeq\Lambda_\theta-\frac{\psi'(3)}{\Lambda_\theta},\qquad
\Lambda_\theta=\ln\frac4\theta+\psi(3).
\label{hot}
\end{equation}
Within the model $R$ grows without limit as $\theta\to0$, and the relative error $1-1/R$ tends to 100\%: the RTA counts every small deflection as a complete loss of velocity. At $\theta=0.01$, (\ref{hot}) predicts 6.857 and the full calculation gives 6.852. For the 50 meV phonon below this would mean about 58\,000 K, so it checks the limit and describes no material. At 1000 K, where $\theta=0.58$, (\ref{hot}) gives 2.72 against the computed 2.58.

\section{Worked example}

Take the round model parameters $m=0.2$, $\omega=50$ meV $=0.001837$ hartree, $\epsilon_\infty=5$ and $\epsilon_0=8$. Then $1/\kappa=0.200-0.125=0.075$ and
\begin{equation}
\alpha=0.075\sqrt{\frac{0.2}{2\times0.001837}}=0.553 .
\end{equation}
At 300 K, $\theta=1.934$ and $N=0.169$. The mobility unit $1/(m\alpha\omega)$ is $209.2\ \mathrm{cm^2/(V\,s)}$, and $M=2.789$ gives $2.789\times209.2=583\ \mathrm{cm^2/(V\,s)}$. The RTA value is 376, so $R=1.55$ and the relative error is $1-376.3/583.5=35.5\%$.

The first iteration raises the result from 64.5\% to 81.6\% of the full mobility, the second to 92.7\% and the fourth to 98.4\%. After 20 steps the guaranteed relative remainder is $6.8\times10^{-7}$; the direct solution shows that the actual one is $1.6\times10^{-7}$.

For nondegenerate carriers, with mobilities in $\mathrm{cm^2/(V\,s)}$:
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & RTA & full & $R$ & error (\%)\\
100 & 35088 & 40650 & 1.16 & 13.7\\
300 & 376 & 583 & 1.55 & 35.5\\
600 & 90 & 186 & 2.08 & 51.8\\
1000 & 48 & 123 & 2.58 & 61.3
\end{tabular}
\end{center}
The 100 K mobilities are those of polar optical phonons alone; impurities and acoustic phonons, both omitted, would reduce them.

Filling the band at 300 K also increases the error. From $\zeta=-3$ to $\zeta=6$ the density rises from $1.1\times10^{17}$ to $2.6\times10^{19}\ \mathrm{cm^{-3}}$ and $R$ from 1.56 to 2.53. Between $\zeta=3$ and 6 the full mobility rises from 425 to $516\ \mathrm{cm^2/(V\,s)}$, while the RTA stays between 200 and 204. These numbers isolate the effect of Fermi statistics. At such densities screening and coupling to plasmons, both left out, can change the scattering itself.

The Boltzmann picture also needs a scattering rate small compared with $k_BT$. Since $A\to2$ as $x\to0$, the low-energy rate is $2N\alpha\omega$, and its ratio to $k_BT$ is $2N\alpha\theta=0.36$ at 300 K. This low-energy ratio tends to $2\alpha=1.1$ at high temperature. Emission starts from zero at $x=1$; at 300 K it overtakes absorption at about $x=1.02$. At $x=2$, (\ref{kern}) gives $A(2,1)=1.25$ and $A(2,3)=1.62$, so at 300 K the ratio is $\alpha\theta[1.25(N+1)+1.62N]=1.9$. The condition is thus met only roughly by electrons below or just above the emission threshold, and it fails at higher energies such as $x=2$. The absolute mobilities are therefore less secure than the solution of the equation, particularly in the hotter rows. The ratio $R$ does not depend on $\alpha$, so the RTA error applies unchanged to a weakly coupled system with the same $\theta$ and $\zeta$, where the condition is met. Nonparabolic bands and polaron effects beyond lowest order are not covered by this kernel. The full numerical output follows this note.

\section*{Table of computed values}
\begin{verbatim}
mass = 0.2 m_e; phonon energy = 50.0 meV = 0.001837 hartree
eps_inf = 5.0, eps_static = 8.0, 1/kappa = 0.0750
Froehlich alpha = 0.5533
T = 300 K: theta = 1.9341, phonon occupation N = 0.1690
low-energy scattering rate / kT = 0.362
mobility unit 1/(m alpha omega) = 209.236 cm^2/(V s)
golden-rule test, largest relative deviation = 6.0e-05
linearization test, largest relative deviation = 6.3e-13
iteration at 300 K: step, mobility in cm^2/(V s), fraction of full
    0    376.338  0.64497
    1    476.216  0.81614
    2    541.058  0.92727
    3    560.843  0.96117
    4    574.293  0.98422
    6    581.433  0.99646
   10    583.388  0.99981
   15    583.495  0.99999
steps until guaranteed relative rest < 1e-6: 20
guaranteed relative rest at stop = 6.76e-07
actual relative rest at stop = 1.58e-07
direct solution, M = 2.78872, mobility = 583.499 cm^2/(V s)
relative change of M, 40 against 80 nodes = 3.1e-15
Monte Carlo: flights, mobility and standard error in cm^2/(V s)
    1    377.06  0.48
    2    476.65  0.67
    3    541.21  1.00
    6    578.75  1.56
   25    582.61  3.51
nondegenerate: T in K, theta, RTA, full in cm^2/(V s), R, RTA error in %
   100  5.8023   35087.77   40649.91  1.1585  13.68
   200  2.9011    1384.40    1852.81  1.3383  25.28
   300  1.9341     376.34     583.50  1.5505  35.50
   400  1.4506     185.94     324.39  1.7446  42.68
   600  0.9670      89.72     186.17  2.0751  51.81
  1000  0.5802      47.62     122.94  2.5816  61.26
300 K: zeta, density in cm^-3, RTA, full in cm^2/(V s), R, RTA error in %
  -3.0 1.098e+17   369.89   576.46  1.5585  35.83
   0.0 1.717e+18   297.05   496.68  1.6720  40.19
   3.0 1.007e+19   203.04   425.07  2.0936  52.23
   6.0 2.569e+19   204.02   516.06  2.5295  60.47
theta = 20: gain of step 1 = 9.7e-09, of step 2 = 0.0489 (of RTA)
theta = 20: two-flight return formula, largest deviation = 1.1e-07
theta*(R-1) at theta = 40, 80: 1.0765, 1.0934
extrapolated: 1.1102; predicted 10/9 = 1.1111
theta = 0.1: R = 4.4929, M / high-T formula = 0.99631
theta = 0.01: R = 6.8516, M / high-T formula = 0.99992
theta = 0.01: ln(4/theta)+psi(3) = 6.9142, with next term 6.8571
\end{verbatim}
